# Does the l → 0 spin-orbit shift replace the Darwin term?

**Question**

For a hydrogen-like ion, the spin-orbit shift of the $j=l+\tfrac12$ level has a finite limit when I let $l\to0$ in the formula, and that limit is the Darwin shift of the $s$ level. I now have an electron in a screened central potential. May I compute the spin-orbit shift for general $l$, take $l\to0$, and use the result instead of the Darwin term? If not, which of the two quantities does screening change, and why did the shortcut work for hydrogen?

**Answer**

The shortcut fails in a screened potential. The limit still exists, but it reproduces one part of the Darwin shift: the part that comes from the point charge of the nucleus. The screening charge contributes a second part, which the limit does not contain. Screening therefore changes both quantities: each depends on the electron density at the nucleus, which screening alters, and the Darwin shift also contains the screening charge directly. In hydrogen there is no charge outside the nucleus, so the two agree.

I use Hartree atomic units, so $c=1/\alpha$ with $\alpha$ the fine-structure constant. $V(r)$ is the potential energy of the electron, $E$ its nonrelativistic energy, and $u=rR$ its radial function with $\int_0^\infty u^2\,dr=1$. Shifts are taken to order $\alpha^2$.

**Where the two terms come from**

Let $\varepsilon$ be the Dirac energy without the rest energy, and $\phi$, $\chi$ the large and small components:

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=\varepsilon\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=\varepsilon\chi .$$

The second equation gives $\chi=c\,\sigma\!\cdot\!p\,\phi/(2c^2+\varepsilon-V)$. Inserting this in the first gives

$$\sigma\!\cdot\!p\,\frac{c^2}{2c^2+\varepsilon-V}\,\sigma\!\cdot\!p\,\phi+V\phi=\varepsilon\phi,\qquad \frac{c^2}{2c^2+\varepsilon-V}=\frac12-\frac{\alpha^2}{4}(\varepsilon-V)+\dots$$

The expansion requires $|\varepsilon-V|\ll 2c^2$. Near a point nucleus this fails for $r\lesssim\alpha^2Z/2$, a region small enough not to affect the order $\alpha^2$ when $Z\alpha\ll1$.

The term $\tfrac12$ gives the Schrödinger equation, because $(\sigma\!\cdot\!p)^2=p^2$. Projecting the full equation on the Schrödinger state $\psi$, and replacing $\phi\to\psi$ and $\varepsilon\to E$ in the small term, gives the shift

$$\Delta E=-\frac{\alpha^2}{4}\langle\sigma\!\cdot\!p\,W\,\sigma\!\cdot\!p\rangle,\qquad W=E-V .$$

The product of Pauli matrices splits the operator into two parts:

$$\sigma\!\cdot\!p\,W\,\sigma\!\cdot\!p=p\!\cdot\!Wp+i\sigma\!\cdot\!(p\times Wp).$$

In the second part $p$ must act on $W$, since $p\times p=0$. With $p=-i\nabla$ and $\nabla W=-\nabla V$, we have $p\times Wp=i\,\nabla V\times p=i(V'/r)L$. The second part is therefore $-(V'/r)\,\sigma\!\cdot\!L=-2(V'/r)\,L\!\cdot\!S$. Multiplied by $-\alpha^2/4$, it is the spin-orbit operator

$$H_{SO}=\frac{\alpha^2}{2}\frac{V'}{r}\,L\!\cdot\!S .$$

For the first part, expand the double commutator:

$$[p_i,[p_i,W]]=p^2W+Wp^2-2\,p\!\cdot\!Wp=-\nabla^2W=\nabla^2V,$$

with a sum over $i$. Hence $p\!\cdot\!Wp=\tfrac12(p^2W+Wp^2)-\tfrac12\nabla^2V$. The Schrödinger equation says $p^2\psi=2W\psi$, so $\langle p^2W+Wp^2\rangle=4\langle W^2\rangle$, and

$$-\frac{\alpha^2}{4}\langle p\!\cdot\!Wp\rangle=-\frac{\alpha^2}{2}\langle W^2\rangle+\frac{\alpha^2}{8}\langle\nabla^2V\rangle .$$

These are the mass-velocity and Darwin shifts. The Darwin term contains the whole Laplacian of $V$, wherever the charge that produces it is located. For an $s$ state $L\psi=0$, so the spin-orbit shift itself is zero. The limit you describe is a continuation in $l$, not a spin-orbit energy of an $s$ electron.

**Why it works for hydrogen**

For $j=l+\tfrac12$,

$$L\!\cdot\!S=\tfrac12\left[(l+\tfrac12)(l+\tfrac32)-l(l+1)-\tfrac34\right]=\frac l2,$$

and therefore

$$E_{SO}(l)=\frac{\alpha^2l}{4}\int_0^\infty u^2\,\frac{V'}{r}\,dr .$$

Take $V=-Z/r$ and the nodeless state $u\propto r^{l+1}e^{-\kappa r}$, with $\kappa=Z/(l+1)$. This solves the radial equation for real $l>0$ too. Since $V'/r=Z/r^3$, we need

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r^{2l-1}e^{-2\kappa r}dr}{\int_0^\infty r^{2l+2}e^{-2\kappa r}dr}=\frac{(2\kappa)^3}{(2l+2)(2l+1)(2l)}=\frac{\kappa^3}{l(l+\frac12)(l+1)} .$$

The $l$ in the denominator cancels the $l$ from $L\!\cdot\!S$:

$$E_{SO}(l)=\frac{\alpha^2Z^4}{4(l+1)^4(l+\frac12)}\;\longrightarrow\;\frac{\alpha^2Z^4}{2}\qquad(l\to0).$$

The Darwin shift of $1s$ follows from $\nabla^2V=4\pi Z\delta(\mathbf r)$ and $|\psi(0)|^2=Z^3/\pi$. It is $(\alpha^2/8)(4\pi Z)(Z^3/\pi)=\alpha^2Z^4/2$, the same value.

**What the limit is in a screened potential**

Let $V=-Z/r+\text{const}+O(r)$ near the nucleus, and follow a state with a fixed number of radial nodes as $l\to0$. The centrifugal term fixes $u\approx A_l\,r^{l+1}$ at small $r$, with $A_l\to R(0)$. Since $V'\approx Z/r^2$ there, the integrand of $E_{SO}(l)$ is $A_l^2Z\,r^{2l-1}$ plus terms smaller by a factor of order $r$. Cut the integral at some fixed radius $a$:

$$\int_0^\infty u^2\frac{V'}{r}dr=A_l^2Z\,\frac{a^{2l}}{2l}+\text{(terms that stay finite as }l\to0).$$

The prefactor $l$ removes all the finite terms, including everything from $r>a$, and $a^{2l}\to1$. What remains is

$$\lim_{l\to0}E_{SO}(l)=\frac{\alpha^2}{8}\,Z\,R(0)^2 .$$

For a potential of this form, screening enters the limit through $R(0)$ alone. The form excludes screening potentials with a $1/r$ term of their own. Gradient-corrected exchange-correlation potentials have one: for a cusped helium-like density with $\rho(0)=3.6$ bohr⁻³ it adds about 1 % (PBE) or 2 % (BLYP) to $Z$. In that case $Z$ in this limit, and in the delta function below, is the full coefficient of $-1/r$, not the nuclear charge.

For the Darwin shift, separate the point charge from the rest, $\nabla^2V=4\pi Z\delta(\mathbf r)+q(r)$. With $|\psi(0)|^2=R(0)^2/4\pi$,

$$E_D=\frac{\alpha^2}{8}ZR(0)^2+\frac{\alpha^2}{8}\langle q\rangle,\qquad E_D-\lim_{l\to0}E_{SO}=\frac{\alpha^2}{8}\langle q\rangle .$$

If $V$ is the purely electrostatic potential energy due to the nucleus and a screening electron density $n_s$, with no exchange or correlation part, Poisson's equation gives $q=-4\pi n_s$. The Darwin shift then lies below the spin-orbit limit by $(\pi\alpha^2/2)\langle n_s\rangle$.

The gap vanishes for every $s$ state if $q=0$ at all $r>0$. Then $r^2V'$ is constant, so $V=-Z/r+\text{const}$, which is your hydrogen case.

**A numerical case**

Take the Yukawa model $V=-Ze^{-\mu r}/r$. For $r>0$ the Laplacian is $(rV)''/r$, so $q=-Z\mu^2e^{-\mu r}/r$, which is negative everywhere. For the $1s$ state with $Z=1$, shifts in microhartree and the gap relative to the Darwin shift are:

| $\mu$ (bohr⁻¹) | spin-orbit limit | Darwin | gap |
|---|---|---|---|
| 0 | 26.63 | 26.63 | 0 |
| 0.25 | 24.66 | 24.35 | 1.3 % |
| 0.50 | 20.00 | 19.12 | 4.6 % |
| 0.75 | 13.65 | 12.45 | 9.6 % |

At $\mu=0.50$ bohr⁻¹ the spin-orbit shift is 9.78, 18.60 and 19.85 microhartree for $l=0.1$, $0.01$ and $0.001$, and it extrapolates to 20.00. The contact formula, with $R(0)^2=3.00398$ bohr⁻³, gives

$$\frac{(0.007297353)^2}{8}\times3.00398=20.00\times10^{-6}\ \text{hartree}.$$

The screening part is $-0.88$ microhartree, so the Darwin shift is $20.00-0.88=19.12$ microhartree. In wavenumbers, the limit is 4.389 cm⁻¹ and the Darwin shift 4.196 cm⁻¹.

For one electron in a fixed potential $V$, the Dirac equation decides which number belongs in the energy. Solved for the same potential, it puts the level 4.5435 microhartree below the Schrödinger value. The mass-velocity shift is $-23.6633$ microhartree, which leaves $-4.5435+23.6633=19.1198$ microhartree. This agrees with the full Darwin shift, 19.1199 microhartree, to within the neglected terms of relative order $\alpha^2$. Using the spin-orbit limit instead would give a total of $-23.6633+19.9957=-3.6676$ microhartree, smaller in magnitude than the Dirac shift by about 19 % of the Dirac shift. An error of 4.6 % in one term has grown because the two terms largely cancel.

For a given state, the gap relative to the Darwin shift is set by $\mu/Z$. With $r=s/Z$ the Hamiltonian becomes $Z^2\left[-\tfrac12\nabla_s^2-e^{-(\mu/Z)s}/s\right]$. At fixed $\mu/Z$, $R(0)^2$ grows as $Z^3$, so the contact part grows as $Z^4$. The screening part contains $Z\mu^2\langle e^{-\mu r}/r\rangle$, with factors $Z$, $Z^2$ and $Z$, so it grows as $Z^4$ too. For $Z=2$, $\mu=1$ bohr⁻¹ the Darwin shift is 305.9 microhartree, 16 times the value above, and the gap is again 4.6 %.

**Two cases that mark the limits of the statement**

*A nucleus of finite size.* The limit depends on the $1/r$ singularity. Replace the potential by $V=-(e^{-\mu r}-e^{-\lambda r})/r$, which describes a unit nuclear charge smeared over a length $1/\lambda$. Now $V'$ is finite at the origin, the integral in $E_{SO}(l)$ stays finite as $l\to0$, and the factor $l$ takes the limit to zero. The Darwin shift survives, because the smeared charge still has a Laplacian. To evaluate it without separating a delta function, integrate by parts:

$$E_D=-\frac{\alpha^2}{8}\int\nabla V\!\cdot\!\nabla|\psi|^2\,d^3r=-\frac{\alpha^2}{4}\int_0^\infty r^2V'RR'\,dr .$$

For $\mu=0.5$ and $\lambda=10$ bohr⁻¹ this gives 9.32 microhartree, while the spin-orbit limit is zero to the printed digits. The smearing is deliberately broad and changes the state itself, so 9.32 should not be read as a correction to 19.12. Even the hydrogen coincidence thus requires a point nucleus.

*Accidental equality.* If $q$ has one sign, $\langle q\rangle$ cannot vanish. If $q$ changes sign, it can. The potential $V=-1/r+b\,r^2e^{-kr}$ has $q=b(6-6kr+k^2r^2)e^{-kr}$, which is positive near the nucleus, negative further out and positive again at large $r$. With $b=0.5$ atomic units and $k$ tuned to 1.996 bohr⁻¹, the two quantities agree in $1s$, both being 25.633 microhartree. In $2s$ they differ: the limit is 3.299 and the Darwin shift 3.324 microhartree. Agreement in one state therefore does not show that the potential is Coulombic.

For your calculation, evaluate $(\alpha^2/8)\langle\nabla^2V\rangle$ with the complete potential, or use the integral over $V'RR'$. This gives the Darwin shift of one electron in the fixed potential $V$. In a real atom, where other electrons do the screening, the Breit interaction adds terms of the same order as $(\pi\alpha^2/2)\langle n_s\rangle$ that this model does not contain. For the $1s^2$ pair of helium, with the Hartree-Fock value $\langle n_s\rangle=0.191$ bohr⁻³, the screening part of the Darwin shift is $-\pi\alpha^2\langle n_s\rangle=-32$ microhartree for both electrons together, while the spin-spin contact term is $+2\pi\alpha^2\langle n_s\rangle=+64$ microhartree. The numerical check solves the radial equation at small real $l$ and compares the limit, both forms of the Darwin shift and the Dirac energy.

## Numbers as computed

```
Yukawa 1s, Z = 1; shifts in microhartree; gap = (SO limit - Darwin)/Darwin
mu (1/bohr)  E (hartree)  SO limit   Darwin   gap (%)
      0.00     -0.500000    26.6257   26.6257    0.000
      0.25     -0.290920    24.6604   24.3464    1.290
      0.50     -0.148117    19.9957   19.1199    4.581
      0.75     -0.057401    13.6452   12.4541    9.565
Detail for mu = 0.50 1/bohr:
fine-structure constant alpha = 0.007297353
R(0)^2 = 3.003977 bohr^-3
2 <V'> = 3.003977 atomic units
spin-orbit shift at l = 0.100: 9.7849 microhartree
spin-orbit shift at l = 0.010: 18.6029 microhartree
spin-orbit shift at l = 0.001: 19.8516 microhartree
contact Darwin part = 19.9957 microhartree
smooth Darwin part = -0.8758 microhartree
mass-velocity shift = -23.6633 microhartree
Dirac minus Schroedinger energy = -4.5435 microhartree
Dirac shift minus mass-velocity = 19.1198 microhartree
SO limit = 4.3886 cm^-1
full Darwin shift = 4.1963 cm^-1
Z = 2, mu = 1 1/bohr: Darwin = 305.919 microhartree, gap = 4.581 %
Smeared nucleus, mu = 0.5 1/bohr, smearing length 0.1 bohr:
SO limit = 0.0000, Darwin = 9.32 microhartree
Potential -1/r + b r^2 exp(-k r), b = 0.5 a.u., k = 1.99595 1/bohr:
1s: SO limit = 25.6328, Darwin = 25.6328 microhartree
2s: SO limit = 3.2991, Darwin = 3.3240 microhartree
```
